# Resistance of a nanoscale contact from its specific contact resistivity

## Problem

A metal touches a heavily doped semiconductor over a flat rectangle of 10 nm by 20 nm. The specific contact resistivity of the interface is $\rho_c = 10^{-9}\ \Omega\,\mathrm{cm}^2$.

(a) Estimate the contact resistance when the current density is the same everywhere on the interface. Find the current density and the voltage drop at a current of 10 µA. How much does the resistance change if both sides are 1 nm shorter?

(b) Can another distribution of the same current over the same interface give a smaller interface resistance?

(c) Suppose that the current enters from one side, through a thin semiconductor layer of sheet resistance $R_s = 200\ \Omega$ per square lying under the metal. Find the resistance when the current flows along the 20 nm side, and when it flows along the 10 nm side.

(d) How small must $R_s$ be for the estimate of part (a) to hold within about 5% in each orientation?

The value of $R_s$ is a round model parameter. Ohms and nanometres are used because atomic units are unnatural for a contact of this kind.

## Solution

### (a) Uniform injection

The specific contact resistivity relates the local current density $j$ through the interface to the local voltage $V$ across it:

$$
j=\frac{V}{\rho_c}.
$$

This assumes a linear interface, with $\rho_c$ independent of voltage. We also take $\rho_c$ to be the same at every point. Since $j$ is a current per area, $\rho_c$ has the unit of resistance times area. It differs from a bulk resistivity, whose unit is resistance times length.

If $j$ is uniform over the area $A$, so is $V$, and the total current is

$$
I=\int j\,dA=\frac{V}{\rho_c}\int dA=\frac{VA}{\rho_c}.
$$

Dividing $V$ by $I$ gives

$$
R_0=\frac{V}{I}=\frac{\rho_c}{A}.
$$

The area stands in the denominator because the patches of the interface conduct in parallel.

One centimetre is $10^7$ nm, so one square centimetre is $10^{14}\ \mathrm{nm}^2$. Therefore

$$
\rho_c=10^{-9}\times10^{14}\ \Omega\,\mathrm{nm}^2
=10^5\ \Omega\,\mathrm{nm}^2,
\qquad
A=10\times20\ \mathrm{nm}^2=200\ \mathrm{nm}^2,
$$

$$
R_0=\frac{10^5}{200}\ \Omega=500\ \Omega .
$$

At 10 µA the voltage drop is $10^{-5}\times500\ \mathrm{V}=5\ \mathrm{mV}$. The area is $2\times10^{-12}\ \mathrm{cm}^2$, so the current density is

$$
j=\frac{10^{-5}\ \mathrm{A}}{2\times10^{-12}\ \mathrm{cm}^2}
=5\times10^6\ \mathrm{A/cm^2}.
$$

The product $j\rho_c$ again gives 5 mV.

With both sides 1 nm shorter, the area is $9\times19=171\ \mathrm{nm}^2$ and the resistance is $10^5/171\approx585\ \Omega$, a rise of 17% relative to $500\ \Omega$. To first order, the relative changes of the two sides add to $1/10+1/20=15\%$; the rest comes from higher orders. At this size, a shift of a nanometre in both sides together matters about as much as an error of 15% in $\rho_c$. Independent uncertainties of a nanometre in each side combine to $\sqrt{0.10^2+0.05^2}\approx11\%$.

### (b) Uniform current gives the least interface resistance

When $V$ varies over the interface, there is no single voltage to divide by the current. The dissipated power still defines an interface resistance:

$$
R_{\mathrm{int}}=\frac{P_{\mathrm{int}}}{I^2}
=\frac{1}{I^2}\int jV\,dA
=\frac{\rho_c}{I^2}\int j^2\,dA .
$$

For uniform current this reduces to $R_0$. For any other distribution, write $j=I/A+\delta$, where $\delta$ is the local deviation from the mean. Because the total current is fixed, $\int\delta\,dA=0$. Squaring and integrating,

$$
\int j^2\,dA
=\frac{I^2}{A^2}\,A+\frac{2I}{A}\int\delta\,dA+\int\delta^2\,dA
=\frac{I^2}{A}+\int\delta^2\,dA .
$$

It follows that

$$
R_{\mathrm{int}}=R_0+\frac{\rho_c}{I^2}\int\delta^2\,dA\ \ge\ R_0 .
$$

The answer is no: for the given homogeneous $\rho_c$ and the given area, $500\ \Omega$ is the minimum, reached when $\delta$ vanishes. Crowding the current into part of the interface raises the dissipation, because the extra loss where $j$ is high outweighs the saving where it is low.

### (c) Current entering from the side

**Equations.** Let $x$ run along the flow, from the entry edge at $x=0$ to the far end at $x=L$, and let $W$ be the width across the flow. The metal is an equipotential, taken as zero. The layer is thin enough for its potential $V(x)$ to be uniform over its depth, so $V(x)$ is also the voltage across the interface. Let $i(x)$ be the current flowing in the layer in the direction of increasing $x$.

A strip of length $dx$ and width $W$ has resistance $R_s\,dx/W$. The potential falls along the current, which gives

$$
\frac{dV}{dx}=-\frac{R_s}{W}\,i .
$$

Over the same strip, a current $jW\,dx=(V/\rho_c)W\,dx$ passes into the metal and is lost to the layer:

$$
\frac{di}{dx}=-\frac{W}{\rho_c}\,V .
$$

Differentiating the first equation and inserting the second,

$$
\frac{d^2V}{dx^2}=-\frac{R_s}{W}\frac{di}{dx}
=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2},
\qquad
L_T=\sqrt{\frac{\rho_c}{R_s}} .
$$

When the contact is long, the current left in the layer falls by a factor $e$ over each transfer length $L_T$.

**Solution.** Measured from the far end, the general solution is

$$
V=a\cosh\frac{L-x}{L_T}+b\sinh\frac{L-x}{L_T}.
$$

The first equation then gives the current. The minus sign in it cancels the one from differentiating $L-x$:

$$
i=-\frac{W}{R_s}\frac{dV}{dx}
=\frac{W}{R_sL_T}\left(a\sinh\frac{L-x}{L_T}+b\cosh\frac{L-x}{L_T}\right).
$$

No current leaves the layer at its far end, so $i(L)=0$ and $b=0$. With $u=L/L_T$, the values at the entry edge are

$$
V(0)=a\cosh u,\qquad I=i(0)=\frac{Wa}{R_sL_T}\sinh u .
$$

We define the resistance as the entry-edge voltage divided by the total current. Using $R_s=\rho_c/L_T^2$,

$$
R=\frac{V(0)}{I}=\frac{R_sL_T}{W}\coth u
=\frac{\rho_c}{WL_T}\coth u=R_0\,u\coth u .
$$

The last form follows from $R_0=\rho_c/(LW)$. This $R$ includes the layer beneath the contact, but not the layer outside it or the metal. Since $j$ is proportional to $V$, the current density at the entry edge exceeds that at the far end by the factor $\cosh u$.

**Numbers.** The transfer length is

$$
L_T=\sqrt{\frac{10^5\ \Omega\,\mathrm{nm}^2}{200\ \Omega}}
=\sqrt{500}\ \mathrm{nm}=22.36\ \mathrm{nm}.
$$

For flow along the 20 nm side, $L=20$ nm, $W=10$ nm and $u=0.8944$:

$$
R=500\ \Omega\times0.8944\,\coth(0.8944)\approx627\ \Omega .
$$

For flow along the 10 nm side, $L=10$ nm, $W=20$ nm and $u=0.4472$:

$$
R=500\ \Omega\times0.4472\,\coth(0.4472)\approx533\ \Omega .
$$

A resistor ladder, which uses only the local Ohm's law and current conservation, gives the same values in the numerical output.

**Where the excess arises.** The product $Vi$ is the power carried past the point $x$, relative to the metal. Its derivative is

$$
\frac{d(Vi)}{dx}=i\frac{dV}{dx}+V\frac{di}{dx}
=-\frac{R_s}{W}i^2-\frac{W}{\rho_c}V^2 .
$$

Integrating from $0$ to $L$, with $i(L)=0$, and dividing by $I^2$ gives

$$
R=\underbrace{\frac{1}{I^2}\int_0^L\frac{R_s}{W}i^2\,dx}_{R_{\mathrm{layer}}}
+\underbrace{\frac{1}{I^2}\int_0^L\frac{W}{\rho_c}V^2\,dx}_{R_{\mathrm{int}}}.
$$

The second term is the interface resistance of part (b), since $V=\rho_cj$. The three cases are:

| Injection | $R$ (Ω) | Interface part (Ω) | Layer part (Ω) | Entry/far-end $j$ |
|---|---:|---:|---:|---:|
| Uniform | 500 | 500 | 0 | 1 |
| Side, $L=20$ nm | 627 | 506 | 121 | 1.43 |
| Side, $L=10$ nm | 533 | 500.4 | 32.5 | 1.10 |

Although the current density at the entry edge is 43% above that at the far end in the second case, the interface part rises by little more than 1%. Part (b) explains this: the rise is quadratic in the deviation from the mean. Most of the excess is the ordinary resistance of the layer, through which the current must travel before it crosses.

If the whole $627\ \Omega$ were assigned to the interface, multiplication by the area would give an apparent $\rho_c$ about 25% above the true one.

### (d) When the uniform estimate is good enough

For a short contact, $u\ll1$, we expand

$$
u\coth u=\frac{\cosh u}{(\sinh u)/u}
=\frac{1+\frac{u^2}{2}+\frac{u^4}{24}+\dots}{1+\frac{u^2}{6}+\frac{u^4}{120}+\dots}
=1+c_2u^2+c_4u^4+\dots
$$

Multiplying by the denominator and comparing powers,

$$
c_2+\frac16=\frac12\ \Rightarrow\ c_2=\frac13,
\qquad
c_4+\frac{c_2}{6}+\frac1{120}=\frac1{24}\ \Rightarrow\ c_4=-\frac1{45}.
$$

To leading order in the excess, with $u^2=L^2R_s/\rho_c$,

$$
R\approx R_0+\frac{R_0u^2}{3}
=R_0+\frac{\rho_c}{LW}\,\frac{L^2R_s}{3\rho_c}
=R_0+\frac{R_sL}{3W}.
$$

One third of the end-to-end resistance $R_sL/W$ of the layer beneath the contact is added. The factor has a direct meaning. If the current crosses the interface almost uniformly, the current left in the layer falls linearly, $i=I(1-x/L)$, and

$$
R_{\mathrm{layer}}\approx\frac{R_s}{W}\int_0^L\left(1-\frac{x}{L}\right)^2dx
=\frac{R_sL}{3W}.
$$

The one-third rule gives $500+200\times20/(3\times10)\approx633\ \Omega$ for the first orientation and $500+200\times10/(3\times20)\approx533\ \Omega$ for the second. The first value is about 1% above the full result of $627\ \Omega$, as expected from the negative next term at $u=0.89$. Turning the contact leaves $R_0$ unchanged, but changes $L/W$ from 2 to 1/2 and so reduces the leading correction by a factor of four.

The relative excess over $R_0$ is $u^2/3$ to leading order. Setting it to 0.05 gives

$$
\frac{R_sL^2}{3\rho_c}=0.05
\quad\Rightarrow\quad
R_s=\frac{0.15\,\rho_c}{L^2}.
$$

For $L=20$ nm this is $0.15\times10^5/400=37.5\ \Omega$ per square. For $L=10$ nm it is $0.15\times10^5/100=150\ \Omega$ per square. At these values $u^2=0.15$, and the next term lowers the excess by $0.15^2/45=0.0005$, to 4.95%, in agreement with the ladder. The chosen $200\ \Omega$ per square is above both limits, which is why the excesses in part (c) are 25% and 6.6%. These limits belong to the thin-layer model; whether a doped semiconductor can reach them while staying thin is taken up below.

**The opposite limit.** For a long contact, $u\gg1$, $\coth u$ tends to 1 and

$$
R\to\frac{\rho_c}{WL_T}=\frac{\sqrt{\rho_cR_s}}{W}.
$$

The length has dropped out: the current has crossed within a few $L_T$ of the entry edge, and the interface beyond carries almost none of it. Dividing $\rho_c$ by the full area would then give too small a resistance, by the factor $L_T/L$.

**Limits of the layer model.** The potential must be nearly uniform over the depth $t$ of the layer. The layer's bulk resistivity is $R_st$, so current crossing its full depth meets a resistance times area of about $R_st^2$. This must be small compared with $\rho_c$:

$$
R_st^2\ll\rho_c\quad\Longleftrightarrow\quad t\ll L_T .
$$

In a short contact the added layer resistance $R_sL/(3W)$ is itself small. If the current crosses the interface almost uniformly, the current density across the depth grows linearly from zero at the bottom of the layer to its full value at the interface, which adds about $R_st^2/(3LW)$. This is a fraction $t^2/L^2$ of the layer resistance, so $t$ must also be small compared with $L$ for that correction to be accurate. Here $L_T$ is 22 nm and $L$ is 10 or 20 nm, so the model suits a layer a few nanometres thick at most. At $200\ \Omega$ per square, a layer 5 nm thick has a bulk resistivity of $10^{-4}\ \Omega\,\mathrm{cm}$, which is lower than is usual even in very heavily doped silicon; a more resistive layer gives a larger excess than in part (c). A thicker semiconductor requires the potential to be solved in depth as well. The same restriction bears on the limits of part (d). In a layer 5 nm thick, 37.5 and $150\ \Omega$ per square require bulk resistivities of $1.9\times10^{-5}$ and $7.5\times10^{-5}\ \Omega\,\mathrm{cm}$, lower still. Thickening the layer lowers $R_s$ but raises the depth term. At a fixed bulk resistivity $\rho=R_st$ the two corrections add to about $\rho\,(L/t+t/L)/(3W)$, which is least near $t=L$, where it is about $2\rho/(3W)$. For $\rho=10^{-4}\ \Omega\,\mathrm{cm}=10^3\ \Omega\,\mathrm{nm}$ this is roughly 13% of $R_0$ for $W=10$ nm and 6 to 7% for $W=20$ nm. With side entry through a layer of this or higher resistivity, the 5% condition is therefore not met by choosing the thickness.

The equations also apply Ohm's law locally in the layer, which requires the mean free path of the carriers to be short compared with $L$. In a layer this conductive it can reach several nanometres or more, so for contacts of 10 or 20 nm the side-entry resistances are values of the model, not predictions for a particular device.

**An uneven interface.** If $\rho_c$ varies from place to place while the voltage across the interface stays uniform, the local conductances add:

$$
\frac1R=\int\frac{dA}{\rho_c}.
$$

The estimate $\rho_c/A$ then holds with $1/\rho_c$ replaced by its area average. Patches of low $\rho_c$ carry more than their share of the current, and a single value of $\rho_c$ measured on a large contact need not describe a contact of 200 nm².

## Calculated quantities

```
UNIFORM INJECTION
specific contact resistivity = 1.0e-09 ohm cm^2
same resistivity = 1.000e+05 ohm nm^2
contact area = 200.0 nm^2
resistance R0 = 500.0 ohm
ladder, R_s = 0.01 ohm/square: R = 500.01 ohm
chosen current = 10.0 microampere
current density = 5.00e+06 A/cm^2
voltage drop = 5.00 mV
R0 with both sides 1 nm shorter = 584.8 ohm
relative rise from that = 17.0 %
SIDE ENTRY
chosen sheet resistance R_s = 200 ohm/square
transfer length L_T = 22.36 nm
-- L = 20 nm, W = 10 nm
L/L_T = 0.8944
R from coth formula = 626.72 ohm
R from ladder = 626.72 ohm
R from one-third rule = 633.33 ohm
excess over R0 = 25.3 %
entry/far-end current density = 1.427
interface part of R = 506.14 ohm
layer part of R = 120.58 ohm
added fraction of layer resistance, R_s = 2 ohm/square: 0.3332
R_s limit for 5 % excess = 37.5 ohm/square
ladder excess at that limit = 4.95 %
-- L = 10 nm, W = 20 nm
L/L_T = 0.4472
R from coth formula = 532.90 ohm
R from ladder = 532.90 ohm
R from one-third rule = 533.33 ohm
excess over R0 = 6.6 %
entry/far-end current density = 1.102
interface part of R = 500.43 ohm
layer part of R = 32.47 ohm
added fraction of layer resistance, R_s = 2 ohm/square: 0.3333
R_s limit for 5 % excess = 150.0 ohm/square
ladder excess at that limit = 4.95 %
```
